# How a Wheatstone Bridge Improves Three-Omega Detection

**Q:** I pass a current at $\omega$ through a metal line on fused silica and read the voltage at $3\omega$ to find the line's temperature oscillation. The voltage at $\omega$ is hundreds of times larger. A lock-in set to $3\omega$ should ignore it, so why does it matter?

**A:** First we need both sizes. I use peak amplitudes and write $x(t)=\mathrm{Re}\sum_n X_n e^{in\omega t}$. The current $I_0\cos\omega t$ in a resistance $R$ dissipates

$$I_0^2R\cos^2\omega t=P(1+\cos2\omega t),\qquad P=\tfrac12 I_0^2R .$$

The temperature rise therefore has a steady part $\theta_{dc}$ and a part $\mathrm{Re}(\theta_2e^{2i\omega t})$, with $\theta_2=|\theta_2|e^{i\phi}$. Let the cold resistance be $R_0$, its temperature coefficient $\beta$, and $R=R_0(1+\beta\theta_{dc})$ the hot mean resistance. The oscillating resistance times the current is a small thermal voltage:

$$I_0\cos\omega t\;R_0\beta\,\mathrm{Re}(\theta_2e^{2i\omega t})
=\tfrac12I_0R_0\beta\,\mathrm{Re}\left(\theta_2e^{3i\omega t}+\theta_2e^{i\omega t}\right).$$

Its third harmonic is $e_3=\tfrac12I_0R_0\beta\theta_2$, while the ordinary voltage is $V_1\approx I_0R$. Their ratio is about $2/(\beta|\theta_2|)$, which is large because $\beta|\theta_2|$ is small.

A linear lock-in would average the first harmonic away. A real input stage must first accept the whole waveform, so its gain range is set by $V_1$, and it is slightly nonlinear. Take $y=x+cx^3$ as a model. Since $\cos^3\omega t=\tfrac34\cos\omega t+\tfrac14\cos3\omega t$, the input stage itself creates a false third harmonic $cV_1^3/4$. It lies at the detection frequency, so longer averaging does not remove it.

**Q:** How large is $\theta_2$ for my line? It is 2 mm long and 20 µm wide, with $R_0=20\ \Omega$ and $\beta=0.003$ per kelvin, driven at 100 Hz with about 20 mA.

**A:** Let the substrate have conductivity $k$ and diffusivity $D$, and let no heat leave its free surface. Away from a narrow line source, the oscillation obeys $\nabla^2\theta=q^2\theta$ with $q^2=2i\omega/D$. The decaying solution is $A K_0(qr)$. Near the line $dK_0(qr)/dr\to-1/r$, so the heat crossing a half-cylinder of length $L$ is $-k\pi rL\,d\theta/dr=\pi kLA$. Setting this equal to $P$ gives $A=P/(\pi kL)$. For a strip of width $w$ with uniform heating, I average over source and observation points:

$$\theta_2=\frac{P}{\pi kL}\left\langle K_0(q|x-x'|)\right\rangle .$$

The steady rise needs the finite length, because $K_0$ diverges as $q\to0$. I average the point-source solution $1/(2\pi kr)$ over the strip. At transverse separation $s\ll L$, the average of $1/r$ over the length is

$$\frac{2}{L^2}\int_0^L\frac{L-u}{\sqrt{u^2+s^2}}\,du\approx\frac2L\left[\ln\frac{2L}{s}-1\right].$$

Over the width, $\langle\ln s\rangle=\ln w+\int_0^1 2(1-x)\ln x\,dx=\ln w-\tfrac32$. Hence

$$\theta_{dc}\approx\frac{P}{\pi kL}\left[\ln\frac{2L}{w}+\frac12\right].$$

With $k=1.4$ W/(m K) and $P=4.02$ mW, the prefactor is 0.457 K and the bracket is 5.80, so $\theta_{dc}=2.65$ K. The width average of $K_0$ gives $|\theta_2|=0.94$ K and $\phi=-21^\circ$. Then

$$|e_3|=\tfrac12(0.01997\ \mathrm A)(20\ \Omega)(0.003\ \mathrm{K^{-1}})(0.9365\ \mathrm K)=561\ \mu\mathrm V,$$

against $V_1\approx403$ mV.

**Q:** If I subtract a copy of the heater voltage, why doesn't the thermal signal disappear too?

**A:** Because the copy is made from the source, not from a second heater. Put a resistor $R_1$ in series with your heater. Across the same source put a reference divider, $R_2$ above and $R_v$ below, and read the difference between the two midpoints. Assume for now a stiff sinusoidal source $V_s\cos\omega t$, a detector that draws no current, and reference resistors that stay constant. With $\kappa=R_v/(R_2+R_v)$,

$$W(t)=V_h(t)-\kappa V_s\cos\omega t .$$

The subtracted term has no component at $3\omega$. Under these assumptions $W_3=V_{h,3}$ for any $\kappa$, without linearizing in the temperature. The first harmonic is mostly a scaled copy of the source, so most of it can be removed by choosing $\kappa$.

**Q:** Do I then read the full $e_3$?

**A:** No. The series resistor divides it. Let $g=R/(R_1+R)$ be the heater's share of the source voltage. A small change $\delta R$ alters it by

$$\delta g=\frac{(R_1+R)-R}{(R_1+R)^2}\,\delta R=\frac{R_1}{(R_1+R)^2}\,\delta R .$$

Multiplying by $V_s\cos\omega t$ puts half of the $2\omega$ amplitude at $3\omega$. With $I_0=V_s/(R_1+R)$,

$$W_3=\frac{V_s}{2}\,\frac{R_1}{(R_1+R)^2}\,R_0\beta\theta_2=\frac{R_1}{R_1+R}\,e_3 .$$

Take $R_1=100\ \Omega$ and $V_s=2.4$ V. The hot heater has $R=20.16\ \Omega$, so the factor is 0.832 and $|W_3|=0.832\times561=467\ \mu$V. A periodic solution of the circuit equations coupled to the heat flow, without linearization, gives 468 µV both across the heater and across the bridge. To recover the temperature, use

$$\theta_2=\frac{2W_3}{I_0R_0\beta}\,\frac{R_1+R}{R_1}.$$

Leaving out the last factor would make $\theta_2$ 17% too small here. The divider factor $R_1/(R_1+R)$ tends to one for $R_1\gg R$ and to zero for $R_1\ll R$, where most of the signal is lost.

**Q:** My generator has a 50 Ω output. Its terminal voltage must then carry some thermal $3\omega$, and the reference arm will subtract it.

**A:** It does, but another change compensates. At $3\omega$ treat $e_3$ as a voltage source inside the heater. Let $R_s'$ be the source resistance in parallel with $R_2+R_v$. The current driven round the loop has magnitude $e_3/(R+R_1+R_s')$, so the heater node and the top of the bridge carry

$$V_{h,3}=e_3\frac{R_1+R_s'}{R+R_1+R_s'},\qquad V_{t,3}=e_3\frac{R_s'}{R+R_1+R_s'} .$$

At balance $\kappa=R/(R+R_1)$ to leading order, so $1-\kappa=R_1/(R+R_1)$. Then

$$W_3=V_{h,3}-\kappa V_{t,3}
=e_3\frac{R_1+(1-\kappa)R_s'}{R+R_1+R_s'}
=e_3\frac{R_1}{R+R_1}\,\frac{R+R_1+R_s'}{R+R_1+R_s'}
=e_3\frac{R_1}{R+R_1}.$$

The source resistance drops out at fixed heater current. With $R_2=1000\ \Omega$, and the drive adjusted to hold that current nearly fixed, I solved the full circuit for source resistances of zero, 50 Ω and 1 MΩ. The single-ended ratio $|V_{h,3}/e_3|$ rises from 0.833 to 0.881 and 0.986, while the bridge ratio stays at 0.833. A current source read single-ended therefore gives a somewhat larger signal. The bridge's advantage is the smaller first harmonic.

**Q:** How small can I make that first harmonic by turning $R_v$?

**A:** Return to the stiff source. The thermal voltage has equal parts at $\omega$ and $3\omega$, so

$$W_1=V_s(g-\kappa)+W_3 .$$

A resistive divider has real $\kappa$. It can cancel the real part of $W_1$ but not the imaginary part, so at the null

$$W_1=i\,\mathrm{Im}\,W_3,\qquad \frac{|W_1|}{|W_3|}=|\sin\phi| .$$

The bridge thus does cancel some thermal information, namely the in-phase part of the first harmonic. The third harmonic keeps both of its parts.

For $\phi=-21^\circ$ the prediction is 0.360, and the full solution gives 0.361, with $|W_1|=169\ \mu$V. The ratio of first to third harmonic falls from 861 to 0.36, or from 58.7 dB to $-8.9$ dB. At higher frequency, when the thermal length $1/|q|$ is much less than $w$, heat flows straight down and $kq\theta_2=P/(wL)$. Since $q\propto\sqrt i$, the phase approaches $-45^\circ$ and the residual ratio 0.71, as long as the heat stored in the film itself is negligible. That storage makes the phase lag further. For this line with a 150 nm film the phase does not settle at $-45^\circ$: it passes that value between 10 and 30 kHz and is about $-53^\circ$ at 100 kHz.

**Q:** Can I balance at low current and then turn up the drive?

**A:** Not if you want that residual. Balanced cold, the bridge is thrown off by the heating itself:

$$W_1\approx V_sg(1-g)\,\beta\left(\theta_{dc}+\tfrac12\theta_2\right).$$

Here $V_sg(1-g)=0.335$ V and the temperature factor has magnitude 3.09 K, giving 3.11 mV; the full solution gives 3.09 mV. Balance at the working current, after the steady temperature has settled. A fractional error $\eta$ in $R_v$ adds an in-phase part of size $V_sg(1-g)\eta$, or 335 µV for 0.1%. Since the thermal residual is in quadrature, the two combine to about 375 µV. The hot null lies at $R_v=201.9\ \Omega$.

**Q:** What does the bridge save me in actual error?

**A:** Suppose the detector makes a third harmonic of $10^{-4}$ of a 0.5 V tone. From $cA^2/4=10^{-4}$ with $A=0.5$ V, $c=1.6\times10^{-3}\ \mathrm{V^{-2}}$. Single-ended, $cV_1^3/4=26\ \mu$V, which is 5.6% of $|V_{h,3}|$. With the same $c$ after subtraction, the false signal is $1.5\times10^{-7}\ \mu$V. The term $c|W_1|^3/4$ is now only $2\times10^{-9}\ \mu$V. What remains is almost all a gain error on the signal itself, $c\left(\tfrac34|W_3|^2+\tfrac32|W_1|^2\right)W_3$.

You would, however, switch to a more sensitive range, where $c$ is larger. If a 1 mV tone there also produces $10^{-4}$ of itself, $c$ grows by $(500)^2$ and the false signal is about 0.04 µV, still below $10^{-4}$ of $|W_3|$.

The generator's own third harmonic is reduced as well, because both dividers pass nearly the same fraction of it. At $10^{-4}$ of the fundamental it adds 40 µV single-ended and 0.13 µV in the bridge. The slight inequality of the dividers alone would give only 0.04 µV. The extra harmonic also changes the heating, which by itself gives 0.17 µV. The two parts are nearly opposite in phase and leave 0.13 µV.

The order of operations matters. If each midpoint first enters its own buffer, both buffers see the full $V_1$, and their unequal cubic terms leave about $(c_A-c_B)V_1^3/4$, which is 2.6 µV for the original $c$ and a 10% mismatch. The full waveform gives 2.8 µV, or 0.6% of $|W_3|$, because the cubic terms also act on the small difference between the two inputs.

**Q:** Could I use a second, identical heater as the reference, so that drifts match?

**A:** Let $\varepsilon$ denote the fractional $2\omega$ resistance change of each arm. A divider responds to the ratio of its two resistors, so

$$W_3=\tfrac12V_sg(1-g)\left(\varepsilon_h-\varepsilon_1-\varepsilon_v+\varepsilon_2\right).$$

If $R_v$ oscillates thermally as the heater does, $\varepsilon_v=\varepsilon_h$ and the signal cancels. The full solution confirms this: the ratio to the inert case is 0.000. When one other arm has about half the heater's fractional change, the ratios are 0.495 for $R_1$, 0.498 for $R_v$ and 1.494 for $R_2$, close to the predicted 0.5, 0.5 and 1.5. The reference may share the heater's slow ambient drift, but it must not share its oscillation at $2\omega$.

**Q:** How far should I trust these numbers for a real chip?

**A:** The substrate and film values are rough typical ones for a gold-like film on fused silica, and the instrument distortions are assumed. The largest neglected effect on $\theta_2$ here is that the metal film conducts heat sideways, which evens out the temperature across its width. For a perfectly even temperature, the $\tfrac32$ in the width average of the logarithm becomes $\ln4$. This lowers $\theta_2$ by about $0.114\,P/(\pi kL)=0.05$ K, or 5%, and a gold film of this sheet resistance comes close to that limit. Conduction along the film into wide, cold contact pads can take off another one or two per cent. The finite length of the substrate heating and the heat stored in a 150 nm film matter less: they shift the complex $\theta_2$ by about 0.5% and 0.4% of $|\theta_2|$, and the second shift is mostly an added lag of about $0.2^\circ$. Surface loss at 10 W/(m² K) changes $\theta_2$ by less than 0.02%. A substrate that is not thick compared with 2 mm changes $\theta_{dc}$ and hence the balance point, but the oscillation dies away within a few multiples of $1/|q|=26\ \mu$m. For $R_1$ with 25 ppm/K and a heat capacity of 3 mJ/K, a lumped estimate of its own heating gives 0.005% of $|W_3|$. The true value can be several times larger, because the heat does not spread evenly through the chip within one cycle, but it remains small.

The first harmonic is more exposed to the wiring. A stray 300 pF across $R_v$ shifts it by 13 µV in quadrature, here against the thermal residual, and 80 dB common-mode rejection can add 40 µV. Both are below the 169 µV thermal residual here. The reference arm also adds Johnson noise: its 168 Ω midpoint resistance dominates the heater side's 17 Ω, and together they give 1.75 nV/√Hz at 300 K. In a 1 Hz bandwidth that is 1.75 nV, small beside 468 µV, but a lower-resistance reference would reduce it at the cost of more power in the resistors. The numerical output lists the remaining values.

## Calculated quantities

```
substrate conductivity: 1.4 W/(m K)
substrate heat capacity: 1.6e+06 J/(m^3 K)
heater length: 2 mm
heater width: 20 um
film thickness: 150 nm
cold heater resistance R0: 20 ohm
temperature coefficient beta: 0.003 1/K
R1, R2: 100, 1000 ohm
frequency: 100 Hz
source amplitude Vs: 2.4 V
heater current amplitude I0: 19.97 mA
mean heater power: 4.021 mW
thermal length 1/|q|: 26.39 um
steady rise theta_dc: 2.652 K
oscillation |theta2|: 0.9365 K
phase of theta2: -21.11 deg
hot heater resistance R: 20.159 ohm
balancing resistor Rv: 201.855 ohm
thermal emf |e3|: 561.1 uV
divider factor R1/(R1+R): 0.8322
single-ended |V1|: 403.1 mV
single-ended |V3|: 468 uV
bridge |W3|, node solution: 468 uV
bridge |W3|, formula: 467 uV
bridge |W1| at balance: 168.8 uV
|V1|/|V3|: 861.2
|W1|/|W3|: 0.3606
|sin phase|: 0.3602
reserve single-ended: 58.7 dB
reserve bridge: -8.86 dB
|W1| if balanced cold: 3092 uV
|W1| change for 0.1 % error in Rv: 335.3 uV
Rs 0 ohm: V3/e3 0.8328, W3/e3 0.8328
Rs 50 ohm: V3/e3 0.8808, W3/e3 0.8328
Rs 1000000 ohm: V3/e3 0.9858, W3/e3 0.8329
series R1 heats: |W3| relative to inert arms 0.495
reference Rv heats: |W3| relative to inert arms 0.498
reference R2 heats: |W3| relative to inert arms 1.494
Rv heats just like heater: |W3| relative to inert arms 0.000
generator 3rd harmonic 1e-04: false signal 40.42 uV single, 0.1335 uV bridge
detector 3rd harmonic 1e-04 at 0.5 V tone
false 3w single-ended: 26.4 uV
same relative to |V3|: 5.63 %
false 3w, subtraction first: 1.5e-07 uV
false 3w, buffers 10 % unequal: 2.79 uV
neglected heater ends: 0.54 % of theta2
neglected film heat capacity: 0.44 % of theta2
surface loss at 10 W/(m^2 K): 0.019 %
R1 heating (25 ppm/K, 3 mJ/K): 0.0047 % of W3
W1 from 300 pF across Rv: 12.8 uV
W1 from 80 dB common-mode rejection: 40.3 uV
bridge Johnson noise at 300 K: 1.75 nV/sqrt(Hz)
```
